# Phonon mean free path of silicon from the gray kinetic formula: verification in Python

```python
# Result under test: in the gray phonon model the conductivity is
#   k = C v L / 3, so L = 3 k / (C v), about 42 nm for the silicon data below.
# C: heat capacity per volume, v: phonon speed, L: mean free path,
# tau = L / v: mean free time, mu: cosine between velocity and the z axis.
# Internal units are SI; lengths are printed in nm and phonon energies in eV.
import numpy as np
from scipy.constants import hbar, k as kB, e as charge
from scipy.linalg import toeplitz
from scipy.special import expn

C = 1.66e6
v = 6400.0
k_bulk = 148.0
T0 = 300.0
atom_density = 5.0e28      # rough typical value for silicon, per m3

mfp = 3 * k_bulk / (C * v)
tau = mfp / v
assert round(mfp * 1e9) == 42


def bose(omega, T):
    return 1 / np.expm1(hbar * omega / (kB * T))


def mode_capacity(omega, T, dT=0.1):
    """Heat capacity of one mode, by central difference of its energy."""
    return hbar * omega * (bose(omega, T + dT) - bose(omega, T - dT)) / (2 * dT)


# Test 1: flux from the full ray solution of the Boltzmann equation.
# A phonon seen at z = 0 was emitted at z = -L mu s, with weight exp(-s).
omega_debye = v * (6 * np.pi**2 * atom_density) ** (1 / 3)
node, weight = np.polynomial.legendre.leggauss(40)
omega = omega_debye * (node + 1) / 2
omega_weight = omega_debye * weight / 2
dos = 3 * omega**2 / (2 * np.pi**2 * v**3)
C_debye = np.sum(omega_weight * dos * mode_capacity(omega, T0))
mu, mu_weight = np.polynomial.legendre.leggauss(16)
s, s_weight = np.polynomial.laguerre.laggauss(16)
rise_per_mfp = 0.1         # kelvin over one mean free path
T_emit = T0 - rise_per_mfp * mu[None, :, None] * s[None, None, :]
occupation = bose(omega[:, None, None], T_emit) @ s_weight
mean_mu_n = occupation @ (mu_weight * mu) / 2
flux = np.sum(omega_weight * dos * hbar * omega * v * mean_mu_n)
k_ray = -flux / (rise_per_mfp / mfp)
k_formula = C_debye * v * mfp / 3
assert abs(k_ray / k_formula - 1) < 1e-5

# Test 2: a random walk with the derived path must return the given k.
rng = np.random.default_rng(7)
walkers, flights = 200000, 20
z = np.zeros(walkers)
elapsed = np.zeros(walkers)
for _ in range(flights):
    free_time = rng.exponential(tau, walkers)
    z += v * free_time * rng.uniform(-1, 1, walkers)
    elapsed += free_time
k_walk = C * np.mean(z**2) / (2 * np.mean(elapsed))
assert abs(k_walk / k_bulk - 1) < 0.02   # sampling error is about 0.4 percent


def solve_slab(thickness, cells=600):
    """Gray transport between black walls at scaled temperatures 1 and 0.

    Thickness is in mean free paths. Returns the flux at the hot wall and at
    the midplane, in units of C v (T_hot - T_cold), and the midplane gradient.
    """
    h = thickness / cells
    d = np.arange(1, cells)
    row = np.empty(cells)
    row[0] = 2 * (1 - expn(2, h / 2))
    row[1:] = expn(2, (d - 0.5) * h) - expn(2, (d + 0.5) * h)
    centre = (np.arange(cells) + 0.5) * h
    temp = np.linalg.solve(np.eye(cells) - toeplitz(row) / 2,
                           expn(2, centre) / 2)
    edge_e3 = expn(3, np.arange(cells + 1) * h)
    cell_e2 = edge_e3[:-1] - edge_e3[1:]
    wall_flux = (0.5 - temp @ cell_e2) / 2
    m = cells // 2
    from_left = temp[:m][::-1] @ cell_e2[:m]
    from_right = temp[m:] @ cell_e2[:m]
    mid_flux = (edge_e3[m] + from_left - from_right) / 2
    gradient = (temp[m + 9] - temp[m - 10]) / (19 * h)
    return wall_flux, mid_flux, gradient


# Test 3: deep inside a thick slab, flux over gradient must give one third.
thick = 12.0
wall_flux, mid_flux, gradient = solve_slab(thick)
slab_factor = -mid_flux / gradient
assert abs(wall_flux / mid_flux - 1) < 0.01    # finite cell width
assert abs(slab_factor - 1 / 3) < 1e-3         # finite cell width

# Boundary effect in a thin film.
film = 100e-9
film_wall, film_mid, _ = solve_slab(film / mfp)
assert abs(film_wall / film_mid - 1) < 0.01
film_ratio = film_mid * (film / mfp) * C * v * mfp / k_bulk
assert 0 < film_ratio < 1

# Dispersion: three equal acoustic branches; optical modes carry no heat.
cell_density = atom_density / 2
q_max = (6 * np.pi**2 * cell_density) ** (1 / 3)
omega_max = 2 * v * q_max / np.pi
points = 20000
x = (np.arange(points) + 0.5) / points


def branch(fraction):
    return omega_max * np.sin(np.pi * fraction / 2)


omega_ac = branch(x)
step = 1e-5
speed = (branch(x + step) - branch(x - step)) / (2 * step * q_max)
assert abs(speed[0] / v - 1) < 1e-5
capacity = 3 * cell_density * 3 * x**2 / points * mode_capacity(omega_ac, T0)
C_acoustic = capacity.sum()
mean_speed = np.sum(capacity * speed) / C_acoustic
mfp_dispersive = 3 * k_bulk / (C_acoustic * mean_speed)
assert C_acoustic < C and mean_speed < v
assert mfp_dispersive > 3 * mfp

# Spread of free paths with tau = A / omega^2, where A is set by k.
heat_per_A = capacity * speed**2 / omega_ac**2 / 3
A = k_bulk / heat_per_A.sum()
path = speed * A / omega_ac**2
assert np.all(np.diff(path) < 0)   # longer paths belong to smaller x
share = np.cumsum(heat_per_A) / heat_per_A.sum()
median = np.searchsorted(share, 0.5)
median_path = path[median]
median_wavelength = 2 * np.pi / (x[median] * q_max)
share_longer = heat_per_A[path > mfp].sum() / heat_per_A.sum()
assert median_path > mfp and share_longer > 0.5
assert median_wavelength < 0.1 * median_path

T_hot = 400.0
mfp_hot = mfp * T0 / T_hot         # rough assumption: path goes as 1/T

print(f"Heat capacity C: {C/1e6:.2f} MJ/m3K")
print(f"Phonon speed v: {v:.0f} m/s")
print(f"Conductivity k: {k_bulk:.0f} W/mK")
print(f"Temperature: {T0:.0f} K")
print(f"Product C v: {C*v:.4e} W/m2K")
print(f"Three times k: {3*k_bulk:.0f} W/mK")
print(f"Gray mean free path: {mfp*1e9:.1f} nm")
print(f"Gray mean free path, converted: {mfp*1e10:.0f} angstrom")
print(f"Mean free time: {tau*1e12:.2f} ps")
print(f"Thermal diffusivity k/C: {k_bulk/C*1e4:.3f} cm2/s")
print(f"Atomic density (rough): {atom_density*1e-27:.0f} per nm3")
print(f"Debye cutoff energy: {hbar*omega_debye/charge:.4f} eV")
print(f"Debye heat capacity: {C_debye/1e6:.2f} MJ/m3K")
print(f"Ray test, temperature rise per path: {rise_per_mfp:.1f} K")
print(f"Ray test, k from ray solution: {k_ray:.3f} W/mK")
print(f"Ray test, k from formula: {k_formula:.3f} W/mK")
print(f"Random walk, walkers: {walkers} (number)")
print(f"Random walk, flights each: {flights} (number)")
print(f"Random walk, k: {k_walk:.1f} W/mK")
print(f"Thick slab, thickness: {thick:.0f} mean free paths")
print(f"Thick slab, k/(C v L): {slab_factor:.4f} (ratio)")
print(f"Film thickness: {film*1e9:.0f} nm")
print(f"Film k over bulk k, gray: {film_ratio:.3f} (ratio)")
print(f"Film k, gray: {film_ratio*k_bulk:.0f} W/mK")
print(f"Acoustic cutoff energy: {hbar*omega_max/charge:.4f} eV")
print(f"Acoustic heat capacity: {C_acoustic/1e6:.3f} MJ/m3K")
print(f"Mean acoustic group speed: {mean_speed:.0f} m/s")
print(f"Path increase from capacity: {C/C_acoustic:.2f} (factor)")
print(f"Path increase from speed: {v/mean_speed:.2f} (factor)")
print(f"Path increase, total: {mfp_dispersive/mfp:.2f} (factor)")
print(f"Common path with dispersion: {mfp_dispersive*1e9:.0f} nm")
print(f"Half the heat has paths above: {median_path*1e9:.0f} nm")
print(f"Heat share above gray path: {100*share_longer:.1f} percent")
print(f"Wavelength of median mode: {median_wavelength*1e9:.2f} nm")
print(f"Hot operating temperature: {T_hot:.0f} K")
print(f"Gray path there, 1/T assumed: {mfp_hot*1e9:.0f} nm")
print("all good")
```

It prints:

```
Heat capacity C: 1.66 MJ/m3K
Phonon speed v: 6400 m/s
Conductivity k: 148 W/mK
Temperature: 300 K
Product C v: 1.0624e+10 W/m2K
Three times k: 444 W/mK
Gray mean free path: 41.8 nm
Gray mean free path, converted: 418 angstrom
Mean free time: 6.53 ps
Thermal diffusivity k/C: 0.892 cm2/s
Atomic density (rough): 50 per nm3
Debye cutoff energy: 0.0605 eV
Debye heat capacity: 1.60 MJ/m3K
Ray test, temperature rise per path: 0.1 K
Ray test, k from ray solution: 142.536 W/mK
Ray test, k from formula: 142.536 W/mK
Random walk, walkers: 200000 (number)
Random walk, flights each: 20 (number)
Random walk, k: 147.7 W/mK
Thick slab, thickness: 12 mean free paths
Thick slab, k/(C v L): 0.3334 (ratio)
Film thickness: 100 nm
Film k over bulk k, gray: 0.628 (ratio)
Film k, gray: 93 W/mK
Acoustic cutoff energy: 0.0306 eV
Acoustic heat capacity: 0.944 MJ/m3K
Mean acoustic group speed: 2357 m/s
Path increase from capacity: 1.76 (factor)
Path increase from speed: 2.72 (factor)
Path increase, total: 4.77 (factor)
Common path with dispersion: 200 nm
Half the heat has paths above: 476 nm
Heat share above gray path: 96.9 percent
Wavelength of median mode: 1.92 nm
Hot operating temperature: 400 K
Gray path there, 1/T assumed: 31 nm
all good
```
